# Full long-range exact exchange restores the −1/r potential semilocal functionals miss: a program that tests the result

```python
# RESULT UNDER TEST: split 1/u = erfc(w u)/u + erf(w u)/u. If a fraction c of the
# long-range (erf) part is treated by exact exchange and the rest by a local density
# functional, the highest occupied orbital feels an exchange potential -> -c/r.
# Only c = 1 restores -1/r; LDA, PBE and B88 potentials all fall off faster.
# Symbols: w (OMEGA) range parameter in 1/bohr, r distance, n density,
# kappa = sqrt(-2 eps) decay constant of an orbital of energy eps.
# Hartree atomic units inside; eV, nm and K for the worked example.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from scipy.special import erf, erfc, spherical_jn
from pyscf import gto, scf, dft, fci, ao2mo, cc, df

EV = const.physical_constants['Hartree energy in eV'][0]
BOHR_NM = const.physical_constants['Bohr radius'][0] * 1e9
KB_EV = const.k / const.e
M_H = const.m_p / const.m_e + 1.0        # hydrogen atom mass, binding neglected
LC = 'HYB_GGA_XC_LC_WPBE'

# ---------- long-range exact-exchange fractions of published functionals ----------
numint = dft.numint.NumInt()
OMEGA, lr_fraction, sr_fraction = numint.rsh_and_hybrid_coeff(LC)
assert abs(lr_fraction - 1) < 1e-10 and abs(sr_fraction) < 1e-10
print(f"LC-wPBE: omega = {OMEGA:.3f} 1/bohr, 1/omega = {BOHR_NM/OMEGA:.4f} nm")
for label, code in (('LC-wPBE', LC), ('CAM-B3LYP', 'CAMB3LYP'), ('HSE06', 'HSE06')):
    w_, lr_, sr_ = numint.rsh_and_hybrid_coeff(code)
    print(f"{label}: exact exchange, short range {sr_:.2f}, long range {lr_:.2f}")

# ---------- kernel: volume of the short-range part, angular average ----------
volume = quad(lambda u: 4*np.pi*u*erfc(OMEGA*u), 0, 30/OMEGA, limit=200)[0]
assert abs(volume - np.pi/OMEGA**2) < 1e-6
print(f"volume of short-range kernel = {volume:.4f} bohr^2")


def lr_kernel(r1, r2):
    """Average of erf(w u)/u over the directions of r2."""
    def prim(x):
        return x*erf(OMEGA*x) + np.exp(-(OMEGA*x)**2)/(OMEGA*np.sqrt(np.pi))
    return (prim(r1 + r2) - prim(np.abs(r1 - r2)))/(2*r1*r2)


def direct_average(r1, r2):
    def integrand(t):
        u = np.sqrt(r1*r1 + r2*r2 - 2*r1*r2*t)
        return 0.5*erf(OMEGA*u)/u
    return quad(integrand, -1, 1)[0]


assert abs(lr_kernel(3.0, 1.2) - direct_average(3.0, 1.2)) < 1e-9

# ---------- hydrogen atom: long-range exchange and bound on the remainder ----------


def hydrogen_density(r):
    return np.exp(-2*r)/np.pi


def radial_potential(r, kernel):
    def f(x):
        return 4*np.pi*x*x*hydrogen_density(x)*kernel(r, x)
    return quad(f, 1e-9, r, limit=200)[0] + quad(f, r, r + 25, limit=200)[0]


for r0 in (2.0, 5.0, 10.0):
    u_lr = radial_potential(r0, lr_kernel)
    u_sr = radial_potential(r0, lambda a, b: 1/max(a, b) - lr_kernel(a, b))
    bound = 2*erfc(OMEGA*r0/2)/r0 + np.pi*hydrogen_density(r0/2)/OMEGA**2
    assert -1e-9 < u_sr <= bound
    v_lda = -(6*hydrogen_density(r0)/np.pi)**(1/3)
    print(f"H atom r = {r0:4.1f} bohr: r*v_x long-range exact {-r0*u_lr:.5f},"
          f" LDA {r0*v_lda:.5f}")
    if r0 == 10.0:
        assert abs(r0*u_lr - 1) < 1e-2
        print(f"H atom r = 10 bohr: short-range part {u_sr:.2e}, bound {bound:.2e} hartree")

# ---------- PBE and B88 potentials by symbolic functional differentiation ----------
R, N, G = sp.symbols('r n g', positive=True)


def gga_potential(energy_density, density, r0):
    values = {N: density, G: -sp.diff(density, R)}
    part_n = sp.diff(energy_density, N).subs(values)
    part_g = sp.diff(energy_density, G).subs(values)
    v = part_n + sp.diff(R**2*part_g, R)/R**2
    return sp.N(v.subs(R, sp.Integer(r0)), 30)


kap, mu = sp.Rational('0.804'), sp.Rational('0.2195149727645171')
s_red = G/(2*(3*sp.pi**2)**sp.Rational(1, 3)*N**sp.Rational(4, 3))
e_lda = -sp.Rational(3, 4)*(3/sp.pi)**sp.Rational(1, 3)*N**sp.Rational(4, 3)
e_pbe = e_lda*(1 + kap - kap/(1 + mu*s_red**2/kap))
dens_spin = sp.exp(-2*R)/sp.pi           # one spin channel, kappa = 1
ratio = float(gga_potential(e_pbe, 2*dens_spin, 12)/gga_potential(e_lda, 2*dens_spin, 12))
assert abs(ratio - 1.804) < 5e-3
beta = sp.Rational('0.0042')
x_red = G/N**sp.Rational(4, 3)
e_b88 = (-sp.Rational(3, 2)*(3/(4*sp.pi))**sp.Rational(1, 3)*N**sp.Rational(4, 3)
         - beta*N**sp.Rational(4, 3)*x_red**2/(1 + 6*beta*x_red*sp.asinh(x_red)))
b88_far = float(gga_potential(e_b88, dens_spin, 1000)*1000**2)
b88_near = float(gga_potential(e_b88, dens_spin, 10)*10)
assert abs(b88_far + 1.25) < 0.025
energy_b88 = float(sp.N((e_b88/N).subs({N: dens_spin, G: 2*dens_spin}).subs(R, 1000), 30))
assert abs(energy_b88*1000 + 0.5) < 0.01
print(f"PBE/LDA potential ratio at 12 bohr = {ratio:.4f}")
print(f"B88 at 10 bohr: r*v_x = {b88_near:.4f}")
print(f"B88 at 1000 bohr: r^2*v_x = {b88_far:.4f} bohr,"
      f" r*(energy per electron) = {energy_b88*1000:.4f}")

# ---------- short-range local density exchange ----------
nodes, weights = np.polynomial.legendre.leggauss(80)
nodes, weights = (nodes + 1)/2, weights/2
sphere_overlap = 1 - 1.5*nodes + 0.5*nodes**3


def sr_lda_potential(n):
    kf = (3*np.pi**2*np.atleast_1d(n))**(1/3)
    t = (nodes[None, :]*kf[:, None]/OMEGA)**2
    inner = -np.expm1(-t) + 0.5*t*np.exp(-t)
    return -(kf/np.pi)*(8/3)*(inner @ (weights*sphere_overlap))


def sr_energy_from_hole(n):
    kf = (3*np.pi**2*n)**(1/3)
    f = quad(lambda x: 4*spherical_jn(1, x)**2/x*erfc(OMEGA*x/kf),
             1e-10, 7*kf/OMEGA, limit=400, epsabs=1e-12)[0]
    return -0.75*(3/np.pi)**(1/3)*n**(4/3)*f


n0, dn = 0.05, 5e-4
v_numeric = (sr_energy_from_hole(n0 + dn) - sr_energy_from_hole(n0 - dn))/(2*dn)
v_formula = sr_lda_potential(n0)[0]
assert abs(v_numeric - v_formula) < 1e-4*abs(v_formula)
low_ratio = sr_lda_potential(1e-7)[0]/(-np.pi*1e-7/(2*OMEGA**2))
assert abs(low_ratio - 1) < 1e-2
print(f"short-range LDA potential at n = {n0} bohr^-3: hole {v_numeric:.6f},"
      f" formula {v_formula:.6f} hartree")

# ---------- beryllium atom, exchange only, true exponential tails ----------
STEP = 0.05
grid = STEP*np.arange(1, 400)
coulomb = 1/np.maximum(grid[:, None], grid[None, :])
lr_matrix = lr_kernel(grid[:, None], grid[None, :])
kinetic = (np.diag(np.full(grid.size, 1/STEP**2))
           - np.diag(np.full(grid.size - 1, 0.5/STEP**2), 1)
           - np.diag(np.full(grid.size - 1, 0.5/STEP**2), -1))


def beryllium(c):
    """Self-consistent 1s2 2s2 with a fraction c of long-range exact exchange."""
    ham = kinetic + np.diag(-(1 + 3*np.exp(-grid))/grid)
    old = np.zeros(3)
    for cycle in range(200):
        eps, vec = eigh(ham, subset_by_index=[0, 2])
        u = vec/np.sqrt(STEP)
        if np.max(np.abs(eps - old)[:2]) < 1e-8:
            break
        old = eps
        shell = 2*(u[:, 0]**2 + u[:, 1]**2)
        n = shell/(4*np.pi*grid**2)
        local = c*sr_lda_potential(n) - (1 - c)*(3*n/np.pi)**(1/3)
        exchange = -c*STEP*(u[:, :2] @ u[:, :2].T)*lr_matrix
        new = kinetic + np.diag(-4/grid + STEP*coulomb @ shell + local) + exchange
        ham = new if cycle == 0 else 0.5*ham + 0.5*new
    else:
        raise AssertionError("beryllium did not converge")
    felt = [local + (exchange @ u[:, k])/u[:, k] for k in (1, 2)]
    return eps, u, felt


i12, i14 = round(12/STEP) - 1, round(14/STEP) - 1
for c in (0.0, 0.65, 1.0):
    eps, u, felt = beryllium(c)
    kappa = np.sqrt(-2*eps[1])
    slope = np.log(u[i14 + 1, 1]/u[i14 - 1, 1])/(2*STEP)
    predicted = -kappa + c/(kappa*grid[i14])
    tail = grid[i12]*felt[0][i12]
    assert abs(slope - predicted) < 0.015
    assert abs(tail + c) < 0.08
    print(f"Be c = {c:.2f}: eps(2s) = {eps[1]:.4f} hartree, r*v_x(12 bohr) = {tail:.4f}")
    print(f"   log slope at 14 bohr: found {slope:.4f}, predicted {predicted:.4f} 1/bohr")
tail_empty = grid[i12]*felt[1][i12]
assert abs(tail + 1) < 0.01 and abs(tail_empty) < 0.05
print(f"Be c = 1.00, lowest empty s orbital: r*v_x(12 bohr) = {tail_empty:.5f}")

# ---------- ammonia: ionization energy and exchange hole ----------
bond_h, bond_v = 0.9377, -0.381          # angstrom, chosen pyramidal geometry
atoms = [('N', (0, 0, 0))] + [
    ('H', (bond_h*np.cos(a), bond_h*np.sin(a), bond_v)) for a in 2*np.pi*np.arange(3)/3]
basis_nh3 = {'N': 'aug-cc-pvdz', 'H': 'cc-pvdz'}
print(f"NH3 geometry: N-H = {np.hypot(bond_h, bond_v)/10:.4f} nm")


def ks_run(mol, xc, level, dm0=None):
    mf = dft.UKS(mol)
    mf.xc = xc
    mf.grids.level = level
    mf.conv_tol = 1e-8
    mf.kernel(dm0=dm0)
    assert mf.converged
    return mf


neutral = gto.M(atom=atoms, basis=basis_nh3, verbose=0)
cation = gto.M(atom=atoms, basis=basis_nh3, charge=1, spin=1, verbose=0)
gap = {}
for label, xc in (('PBE', 'PBE,PBE'), ('LC-wPBE', LC)):
    mf0 = ks_run(neutral, xc, 1)
    mf1 = ks_run(cation, xc, 1, mf0.make_rdm1())
    homo = -mf0.mo_energy[0][4]*EV
    ion = (mf1.e_tot - mf0.e_tot)*EV
    gap[label] = ion - homo
    print(f"NH3 {label}: -eps(HOMO) = {homo:.2f} eV, vertical ionization = {ion:.2f} eV,"
          f" gap = {gap[label]:.2f} eV")
assert abs(gap['LC-wPBE']) < 0.5*abs(gap['PBE'])

occ = mf0.mo_coeff[0][:, :5]
position_z = neutral.intor('int1e_r')[2]


def gaussian_charge_integrals(distance):
    """Matrix of erf(w u)/u: potential of a unit Gaussian charge of exponent w^2."""
    probe = gto.fakemol_for_charges(np.array([[0., 0., distance]]), expnt=OMEGA**2)
    return df.incore.aux_e2(neutral, probe, intor='int3c2e', aosym='s1')[:, :, 0]


for dist in (10.0, 20.0):
    amp = neutral.eval_gto('GTOval_sph', np.array([[0., 0., dist]]))[0] @ occ
    chi = occ @ (amp/np.linalg.norm(amp))
    dipole = chi @ position_z @ chi
    v_slater = -chi @ gaussian_charge_integrals(dist) @ chi
    print(f"NH3 hole from {dist:.0f} bohr: r*v_x = {dist*v_slater:.4f},"
          f" monopole+dipole {-1 - dipole/dist:.4f}")
assert abs(dist*v_slater + 1 + dipole/dist) < 0.02
ao_grid = neutral.eval_gto('GTOval_sph', mf0.grids.coords)
norm = np.sum(mf0.grids.weights*(ao_grid @ chi)**2)
assert abs(norm - 1) < 3e-3
cross = 200.0**2*(occ[:, 1] @ gaussian_charge_integrals(200.0) @ occ[:, 4])
cross_dipole = occ[:, 1] @ position_z @ occ[:, 4]
assert abs(cross - cross_dipole) < 0.03
print(f"NH3 hole charge by quadrature = {-norm:.5f}")
print(f"NH3 cross term at 200 bohr: r^2*U = {cross:.4f}, dipole {cross_dipole:.4f} bohr")

# ---------- H + H2 barrier ----------


def hydrogens(points, basis='cc-pvdz'):
    return gto.M(atom=[('H', p) for p in points], unit='Bohr', basis=basis,
                 spin=len(points) % 2, verbose=0)


def pair(d):
    return [(0, 0, -d/2), (0, 0, d/2)]


def triple(d, along=0.0, across=0.0):
    return [(0, 0, -d), (across, 0, along), (0, 0, d)]


def full_ci(points):
    mol = hydrogens(points)
    mf = scf.ROHF(mol).run()
    mo = np.asarray(mf.mo_coeff)
    h1 = mo.T @ mf.get_hcore() @ mo
    eri = ao2mo.kernel(mol, mo)
    return fci.direct_spin1.kernel(h1, eri, mo.shape[1], mol.nelec,
                                   ecore=mol.energy_nuc())[0]


opt2 = minimize_scalar(lambda d: full_ci(pair(d)), bounds=(1.2, 1.7),
                       method='bounded', options={'xatol': 2e-3})
opt3 = minimize_scalar(lambda d: full_ci(triple(d)), bounds=(1.5, 2.1),
                       method='bounded', options={'xatol': 2e-3})
d2, d3, e2, e3 = opt2.x, opt3.x, opt2.fun, opt3.fun
assert 1.25 < d2 < 1.65 and 1.55 < d3 < 2.05
single = [(0, 0, 0)]
e_atom = scf.UHF(hydrogens(single)).run().e_tot
barrier = {'FCI': (e3 - e2 - e_atom)*EV}


def mean_field_barrier(run):
    return (run(triple(d3)) - run(pair(d2)) - run(single))*EV


barrier['HF'] = mean_field_barrier(lambda p: scf.UHF(hydrogens(p)).run().e_tot)
barrier['PBE'] = mean_field_barrier(lambda p: ks_run(hydrogens(p), 'PBE,PBE', 2).e_tot)
barrier['LC-wPBE'] = mean_field_barrier(lambda p: ks_run(hydrogens(p), LC, 2).e_tot)
assert barrier['PBE'] < barrier['FCI'] < barrier['HF']
assert abs(barrier['LC-wPBE'] - barrier['FCI']) < abs(barrier['PBE'] - barrier['FCI'])
TEMP = 1000.0
kt = KB_EV*TEMP
print(f"H2 bond = {d2*BOHR_NM:.4f} nm, H3 saddle H-H = {d3*BOHR_NM:.4f} nm (FCI/cc-pVDZ)")
print(f"temperature = {TEMP:.0f} K, kT = {kt:.4f} eV")
for label, value in barrier.items():
    factor = np.exp(-(value - barrier['FCI'])/kt)
    print(f"barrier {label}: {value:.3f} eV, rate factor against FCI {factor:.2f}")

# ---------- size of effects left out of the barrier ----------
s = 0.05
k2 = (full_ci(pair(d2 + s)) + full_ci(pair(d2 - s)) - 2*full_ci(pair(d2)))/s**2
k_sym = (full_ci(triple(d3 + s)) + full_ci(triple(d3 - s)) - 2*e3)/s**2
k_anti = 2*(full_ci(triple(d3, along=s)) - e3)/s**2
k_bend = 2*(full_ci(triple(d3, across=s)) - e3)/s**2
assert k_anti < 0 < min(k_sym, k_bend, k2)
w2, w_sym = np.sqrt(k2/(M_H/2)), np.sqrt(k_sym/(2*M_H))
w_bend, w_imag = np.sqrt(k_bend/(2*M_H/3)), np.sqrt(-k_anti/(2*M_H/3))
zero_point = 0.5*(w_sym + 2*w_bend - w2)*EV
wigner = 1 + (w_imag*EV/kt)**2/24
print(f"zero-point shift of barrier = {zero_point:.3f} eV")
print(f"imaginary mode quantum = {w_imag*EV:.3f} eV, Wigner tunnelling factor = {wigner:.2f}")


def coupled_cluster_barrier(basis):
    def energy(points):
        mf = scf.UHF(hydrogens(points, basis)).run()
        return mf.e_tot if len(points) == 1 else cc.UCCSD(mf).run().e_tot
    return mean_field_barrier(energy)


cc_small, cc_large = coupled_cluster_barrier('cc-pvdz'), coupled_cluster_barrier('cc-pvtz')
assert abs(cc_small - barrier['FCI']) < 0.05
print(f"UCCSD barrier: cc-pVDZ {cc_small:.3f} eV, cc-pVTZ {cc_large:.3f} eV,"
      f" basis shift {cc_large - cc_small:.3f} eV")
print("all tests passed")
```

Output:

```
LC-wPBE: omega = 0.400 1/bohr, 1/omega = 0.1323 nm
LC-wPBE: exact exchange, short range 0.00, long range 1.00
CAM-B3LYP: exact exchange, short range 0.19, long range 0.65
HSE06: exact exchange, short range 0.25, long range 0.00
volume of short-range kernel = 19.6350 bohr^2
H atom r =  2.0 bohr: r*v_x long-range exact -0.67852, LDA -0.44660
H atom r =  5.0 bohr: r*v_x long-range exact -0.98523, LDA -0.15110
H atom r = 10.0 bohr: r*v_x long-range exact -0.99999, LDA -0.01078
H atom r = 10 bohr: short-range part 5.05e-07, bound 1.22e-03 hartree
PBE/LDA potential ratio at 12 bohr = 1.8040
B88 at 10 bohr: r*v_x = -0.0948
B88 at 1000 bohr: r^2*v_x = -1.2447 bohr, r*(energy per electron) = -0.4987
short-range LDA potential at n = 0.05 bohr^-3: hole -0.181792, formula -0.181793 hartree
Be c = 0.00: eps(2s) = -0.1693 hartree, r*v_x(12 bohr) = -0.0340
   log slope at 14 bohr: found -0.5815, predicted -0.5820 1/bohr
Be c = 0.65: eps(2s) = -0.2534 hartree, r*v_x(12 bohr) = -0.6601
   log slope at 14 bohr: found -0.6470, predicted -0.6466 1/bohr
Be c = 1.00: eps(2s) = -0.2990 hartree, r*v_x(12 bohr) = -1.0000
   log slope at 14 bohr: found -0.6800, predicted -0.6810 1/bohr
Be c = 1.00, lowest empty s orbital: r*v_x(12 bohr) = 0.00000
NH3 geometry: N-H = 0.1012 nm
NH3 PBE: -eps(HOMO) = 6.14 eV, vertical ionization = 10.95 eV, gap = 4.81 eV
NH3 LC-wPBE: -eps(HOMO) = 10.65 eV, vertical ionization = 10.93 eV, gap = 0.28 eV
NH3 hole from 10 bohr: r*v_x = -1.0332, monopole+dipole -1.0212
NH3 hole from 20 bohr: r*v_x = -1.0109, monopole+dipole -1.0079
NH3 hole charge by quadrature = -1.00001
NH3 cross term at 200 bohr: r^2*U = 0.7266, dipole 0.7276 bohr
H2 bond = 0.0761 nm, H3 saddle H-H = 0.0943 nm (FCI/cc-pVDZ)
temperature = 1000 K, kT = 0.0862 eV
barrier FCI: 0.444 eV, rate factor against FCI 1.00
barrier HF: 0.728 eV, rate factor against FCI 0.04
barrier PBE: 0.111 eV, rate factor against FCI 47.88
barrier LC-wPBE: 0.306 eV, rate factor against FCI 4.98
zero-point shift of barrier = -0.030 eV
imaginary mode quantum = 0.181 eV, Wigner tunnelling factor = 1.18
UCCSD barrier: cc-pVDZ 0.455 eV, cc-pVTZ 0.443 eV, basis shift -0.012 eV
all tests passed
```
